# Why high-frequency MOS capacitance in inversion exceeds the fixed-charge depletion value

**Question.** A MOS capacitor on p-type silicon is biased into inversion and measured with a small signal at 1 MHz. The number of electrons in the inversion layer cannot change in so short a time. Why is the capacitance nevertheless a little larger than if those electrons were a fixed charge, and how large is the difference?

**Answer.** Fixing the number of electrons does not fix where they are. When the gate becomes more positive, the added gate charge is balanced by extra acceptor charge at the far edge of the depletion region. The field lines between the two cross the inversion layer and press its electrons toward the oxide. This small displacement opposes the added field inside the layer, so the surface potential rises less for the same added charge. A smaller voltage for the same charge means a larger capacitance.

**What is held fixed**

The gate is a metal, the acceptor density $N_A$ is uniform, and $N$ is the number of inversion electrons per area. The algebra is in atomic units with $e=1$ and $\varepsilon=\kappa/4\pi$. Depth $z$ runs from the oxide into the silicon, the band bending $\psi$ vanishes in the bulk, and $F=-\psi'$ is the field. The depletion charge per area $Q_d$ is taken as a positive magnitude, so the gate carries $\sigma=N+Q_d$.

The signal is too fast for generation to change $N$, but slow enough for the holes to follow and for the electrons to come to equilibrium among themselves in depth. The semiconductor capacitance is then $C_s=d\sigma/d\psi_s$ at fixed $N$, with $\psi_s=\psi(0)$. The reference value has the electron profile frozen at the same dc bias, and therefore the same $N$ and $Q_d$.

**The centroid carries the effect**

The bulk electron density $n_0$ is negligible beside $N_A$, so Poisson's equation is $\varepsilon\psi''=N_A-p+n$. Multiply by $z$ and integrate. On the left, integration by parts gives $\int_0^\infty z\psi''dz=-\int_0^\infty\psi'dz=\psi_s$. Hence

$$\varepsilon\psi_s=N\bar z+M,\qquad M=\int_0^\infty z\,(N_A-p)\,dz,$$

where $\bar z$ is the mean depth of the electrons.

The moment $M$ depends on $Q_d$ alone, provided that no holes overlap the electron layer. Below the layer, the potential obeys the electron-free equation $\varepsilon\psi''=N_A(1-e^{-\psi/kT})$. Its decaying solution is unique up to a shift in depth, and $Q_d$ fixes the shift. So $M$ equals $\varepsilon\psi_0$, where $\psi_0$ is the surface bending of a depletion region with the same $Q_d$ and no electrons. Multiplying the electron-free equation by $\psi'$ and integrating from the bulk gives

$$\frac{\varepsilon F^2}{2}=N_A\left[\psi+kT(e^{-\psi/kT}-1)\right].$$

At the surface $F=Q_d/\varepsilon$ and the exponential is negligible, so

$$M=\varepsilon\psi_0=\frac{Q_d^2}{2N_A}+\varepsilon kT .$$

At fixed $N$, $d\sigma=dQ_d$. Differentiating $\varepsilon\psi_s=N\bar z+M$ gives

$$\frac{1}{C_s}=\frac1\varepsilon\left[W+N\left(\frac{\partial\bar z}{\partial Q_d}\right)_N\right],\qquad W=\frac{Q_d}{N_A}.$$

If the profile is frozen, $\bar z$ is constant and $C_s=\varepsilon/W$, however thick the layer is. The excess comes from the second term. It is negative if a stronger field draws the layer in.

**Why the sign cannot be reversed**

For Boltzmann carriers the sign follows from an energy argument. Let $\delta n$, $\delta p$ and $\delta F$ be the changes caused by a gate charge $\delta\sigma$. The second-order free energy is

$$\Phi=\frac12\int\left[\varepsilon\,\delta F^2+kT\frac{\delta n^2}{n}+kT\frac{\delta p^2}{p}\right]dz,$$

with $\varepsilon\,\delta F'=\delta p-\delta n$ and $\varepsilon\,\delta F(0)=\delta\sigma$. Each term is positive, so a stationary point is the minimum. There

$$\delta p=-\frac{p\,\delta\psi}{kT},\qquad \delta n=\frac{n(\delta\psi+\delta\eta)}{kT},$$

where the constant $\delta\eta$ enforces $\int\delta n\,dz=0$.

To evaluate the minimum, integrate the field term by parts:

$$\int\varepsilon\,\delta F^2dz=\delta\sigma\,\delta\psi_s+\int\delta\psi\,(\delta p-\delta n)\,dz .$$

The carrier terms contribute $-\int\delta\psi\,\delta p\,dz+\int(\delta\psi+\delta\eta)\,\delta n\,dz$. Everything cancels except $\delta\sigma\,\delta\psi_s$ and $\delta\eta\int\delta n\,dz=0$, so

$$\Phi_{\min}=\frac12\delta\sigma\,\delta\psi_s=\frac{\delta\sigma^2}{2C_s}.$$

Frozen electrons restrict the search to $\delta n=0$. Redistribution allows any $\delta n$ with zero total, and the low-frequency case removes that condition too (then $\delta\eta=0$). A minimum over a wider set cannot be higher, so $C_{\rm frozen}\le C_{\rm hf}\le C_{\rm lf}$. The first inequality is strict because $\delta\psi$ varies across the layer, so the frozen state is not stationary once the electrons may move.

**The size for Boltzmann electrons**

The layer is much thinner than $W$, so first neglect the acceptors inside it. The field at its deep side is then $F_d=Q_d/\varepsilon$, and at the oxide it is $F_s=(Q_d+N)/\varepsilon$. Within the layer $\varepsilon F'=-n$. Since $n\propto e^{\psi/kT}$,

$$kT\,n'=-nF=\varepsilon FF'.$$

Integrating from the deep side, where $n\to0$ and $F\to F_d$, gives

$$kT\,n=\frac\varepsilon2(F^2-F_d^2),\qquad F'=-\frac{F^2-F_d^2}{2kT}.$$

The centroid follows by using $n=-\varepsilon F'$, integrating by parts, and then changing the variable from $z$ to $F$:

$$N\bar z=\varepsilon\int_0^\infty(F-F_d)\,dz=2\varepsilon kT\int_{F_d}^{F_s}\frac{dF}{F+F_d}=2\varepsilon kT\ln\left(1+\frac{N}{2Q_d}\right).$$

Its derivative at fixed $N$ is

$$N\frac{\partial\bar z}{\partial Q_d}=2\varepsilon kT\left[\frac{2}{2Q_d+N}-\frac1{Q_d}\right]=-\frac{2\varepsilon kT\,N}{Q_d(2Q_d+N)}.$$

The effective depletion width is thus shortened to $W-\Delta W$, with

$$\Delta W=\frac{2\varepsilon kT\,N}{Q_d(2Q_d+N)},\qquad \frac{\Delta W}{W}=\frac{kT}{\psi_d}\,\frac{N}{N+2Q_d},\qquad \psi_d=\frac{Q_d^2}{2\varepsilon N_A}.$$

This explains why the capacitance is only a little larger. For $N\ll Q_d$, $\Delta W\approx\varepsilon kT N/Q_d^2$ is proportional to the number of electrons available to move. For $N\gg Q_d$ it saturates at $2kT/F_d$, twice the depth over which the field $F_d$ changes an electron's energy by $kT$. The relative shift then tends to $kT/\psi_d$, thermal energy over depletion bending.

**The acceptors inside the layer**

Acceptors in the layer weaken the confining field with depth, adding $-N_Az^2/2\varepsilon$ to an electron's energy. Let $A$ be the layer's mean-field free energy, minimized over $n(z)$ at fixed $N$. The depletion field enters through the energy $Q_dz/\varepsilon$, so $\partial A/\partial Q_d=N\bar z/\varepsilon$. To first order the acceptors change $A$ by $-(N_A/2\varepsilon)\int z^2n\,dz$, evaluated with the unperturbed profile. Therefore

$$\delta(\Delta W)=\frac{N_A}{2}\frac{\partial^2}{\partial Q_d^2}\int z^2n\,dz .$$

For small $N$ the profile is exponential, and $\int z^2n\,dz=2N(\varepsilon kT/Q_d)^2$. For large $N$ the field equation gives $F=F_d\coth(F_dz/2kT)$, and the integral is $2\pi^2(\varepsilon kT)^2/(3Q_d)$. With $v=\psi_d/kT$, the relative increases of $\Delta W$ are $3/v$ and $\pi^2/(6v)$ respectively. Both are small when the bending is many $kT$.

**Where the dc bias puts $Q_d$**

At the dc point the electrons are in equilibrium with the bulk, so $n(0)=n_0e^{\psi_s/kT}$. The layer solution gives $kT\,n(0)=N(N+2Q_d)/(2\varepsilon)$, and the moment equation gives

$$\psi_s=\psi_d+kT+2kT\ln\left(1+\frac{N}{2Q_d}\right).$$

Inserting this $\psi_s$, dividing out the common factor $N+2Q_d$ and using $Q_d^2=2v\varepsilon kTN_A$ yields

$$v+1=\ln\frac{4vN_A}{n_0}+\ln r,\qquad r=\frac{N}{N+2Q_d}.$$

As $N$ grows, $r\to1$ and the depletion width saturates at some $W_\infty$.

Near saturation $v$ changes by about $\ln r$. Write $L^2=\varepsilon kT/N_A$, so that $W=L\sqrt{2v}$ and $\Delta W=2L^2r/W$. To leading order in $1/v$,

$$W-\Delta W\approx W_\infty+\frac{L^2}{W_\infty}(\ln r-2r).$$

The bracket has its maximum at $r=1/2$, or $N=2Q_d$. The high-frequency capacitance therefore has a shallow minimum there, whereas the frozen value keeps falling as $W$ grows.

**Silicon at 300 K**

Take $N_A=10^{17}$ cm$^{-3}$, a 5 nm oxide, and rough values $n_i=10^{10}$ cm$^{-3}$, $\kappa=11.7$ for silicon and 3.9 for the oxide. Then $L=12.93$ nm. At $N=5\times10^{12}$ cm$^{-2}$ the equilibrium solution has $Q_d=1.094\times10^{12}$ elementary charges per cm$^2$ and $W=109.4$ nm. The closed formula gives

$$r=\frac{5}{5+2(1.094)}=0.696,\qquad \Delta W=\frac{2(12.93)^2}{109.4}(0.696)=2.13\ \text{nm}.$$

The full Boltzmann–Poisson solution gives 2.26 nm, 6% more. Here $v=0.9255/0.02585=35.8$, so the large-$N$ and small-$N$ limits of the acceptor correction are $\pi^2/(6v)=4.6\%$ and $3/v=8.4\%$. The value found at this intermediate $N$ lies between them. These limits are first order in $1/v$ and are not strict bounds at this $v$: at $N=10^{11}$ cm$^{-2}$ the correction is $0.1593/0.1446-1=10\%$, above $3/v=9.1\%$.

The semiconductor capacitance rises by $2.26/107.14=2.1\%$. The oxide is in series and counts as $5\times11.7/3.9=15$ nm of silicon, so the measured gate capacitance rises by $2.26/(15+107.14)=1.85\%$, from 0.0833 to 0.0848 µF/cm$^2$. If the number of these Boltzmann electrons could follow, it would be 0.665 µF/cm$^2$.

With fewer electrons the effect shrinks: the gate excess is 0.87% at $10^{12}$ cm$^{-2}$ and 0.13% at $10^{11}$ cm$^{-2}$. The minimum of the high-frequency value falls at $N/Q_d=1.92$, near the leading-order value 2.

The choice of reference matters. The common estimate that sets $\psi_d$ equal to $2kT\ln(N_A/n_i)$ gives $W=103.8$ nm and 0.0872 µF/cm$^2$, which is above the high-frequency result. The excess discussed here is relative to frozen electrons at the same bias, not to that estimate.

**How far a real device departs from this**

The Boltzmann layer is not realistic at the largest $N$. Its surface density, $1.1\times10^{20}$ cm$^{-3}$, exceeds the effective conduction-band density of states, $2.7\times10^{19}$ cm$^{-3}$, and its centroid of 0.81 nm is too small for quantum confinement to be ignored. A self-consistent Schrödinger–Poisson calculation at the same $N$ and $Q_d$, for a (100) surface with rough masses 0.92 and 0.19 $m_e$, includes both effects. It puts the centroid at 2.06 nm and $\Delta W$ at 2.75 nm, raising the gate excess from 1.85% to 2.26%. The centroid moves out by more than a factor of two, but the capacitance depends on how it responds to the field, which changes much less. The Boltzmann $Q_d$ is kept here only for comparison. In dc equilibrium with the bulk the quantum layer needs slightly more bending, with $W\approx110.8$ nm, $\Delta W\approx2.71$ nm and a gate excess of about 2.2%. This calculation still omits exchange, correlation and penetration into the oxide. The low-frequency capacitance and the position of the minimum near $N=2Q_d$ were found for Boltzmann electrons; confinement and degeneracy lower the first and move the second to smaller $N/Q_d$.

Other effects are smaller in this example. Interface traps of $10^{11}$ cm$^{-2}$eV$^{-1}$, exchanging electrons with the layer during the signal, add 0.0003 nm to $\Delta W$ for the Boltzmann layer; the amount grows with the depth of the electrons and is about 0.004 nm for the quantum layer, still small against $\Delta W$. The oxide field is 2.8 MV/cm, below a rough breakdown field of 10 MV/cm, and the tunnelling rate per electron is estimated at a few times $10^{-12}$ s$^{-1}$ for a barrier of 3.1 eV and a mass of 0.5 $m_e$. A barrier of 2.9 eV raises this rate about tenfold and a mass of 0.42 $m_e$ about a hundredfold, but it stays far below the signal frequency. In the Boltzmann layer the bending of 1.01 eV is less than the gap of 1.12 eV, too little for an electron falling through it to create an electron–hole pair. For the quantum layer in dc equilibrium at the same $N$ the bending is about 1.13 eV, slightly above the rough gap, so this simple comparison does not exclude pair creation there.

The frequency window is wide: for a rough lifetime of 1 µs, even letting the whole depletion region generate at its full rate puts the limit for generation at only about 1 Hz, and near equilibrium it is lower still, while hole relaxation takes about $2\times10^{-13}$ s. Diffusion across the layer is estimated to be faster still, too fast for a diffusion picture to be literal, but clearly no limit at 1 MHz.

Temperature matters more. In the leading-order limit of large $N$, $\Delta W/W$ rises from 2.8% at 300 K to 4.2% at 400 K, because $n_0$ grows steeply with temperature and so lowers $v=\psi_d/kT$, which in this limit depends only on $n_0/N_A$.

Whether $N$ stays constant also depends on the device. In a transistor, source and drain can supply electrons laterally. If they do so within a signal period, the capacitance moves toward the low-frequency value, and the small excess derived here no longer describes it. The numerical output below gives the values for all three electron densities.

## Computed results

```
T = 300 K, kT = 0.02585 eV, N_A = 1.0e+17 cm^-3
n_i = 1.0e+10 cm^-3 (rough), oxide 5.0 nm
kappa: silicon 11.7, oxide 3.9; masses 0.92, 0.19 m_e
screening length L = 12.929 nm
oxide capacitance = 0.6906 uF/cm2
N = 1.0e+11 cm^-2: Q_d/e = 1.0505e+12 cm^-2
  surface bending 0.8817 eV, psi_d 0.8534 eV
  W 105.050 nm, eps/C_hf 104.891 nm
  centroid: grid 1.604, formula 1.554 nm
  dW: exact 0.1593, formula 0.1446 nm
  semiconductor excess C_hf/C_frozen-1 = 0.152 %
  gate C frozen 0.08629, hf 0.08641, lf 0.34116 uF/cm2
  gate excess = 0.133 %
N = 1.0e+12 cm^-2: Q_d/e = 1.0817e+12 cm^-2
  surface bending 0.9508 eV, psi_d 0.9048 eV
  W 108.169 nm, eps/C_hf 107.112 nm
  centroid: grid 1.301, formula 1.270 nm
  dW: exact 1.0572, formula 0.9770 nm
  semiconductor excess C_hf/C_frozen-1 = 0.987 %
  gate C frozen 0.08411, hf 0.08484, lf 0.60247 uF/cm2
  gate excess = 0.866 %
N = 5.0e+12 cm^-2: Q_d/e = 1.0940e+12 cm^-2
  surface bending 1.0138 eV, psi_d 0.9255 eV
  W 109.397 nm, eps/C_hf 107.136 nm
  centroid: grid 0.808, formula 0.795 nm
  dW: exact 2.2605, formula 2.1257 nm
  semiconductor excess C_hf/C_frozen-1 = 2.110 %
  gate C frozen 0.08328, hf 0.08482, lf 0.66545 uF/cm2
  gate excess = 1.851 %
large-N error coefficient 1.697, pi^2/6 = 1.645
N/Q_d at minimum of C_hf, v = 143: 1.981
N/Q_d at minimum, example: 1.920; C = 0.08475 uF/cm2
saturated W = 110.027 nm
W pinned at 2 phi_B = 103.812 nm, gate C = 0.08719 uF/cm2
quantum, N = 1.0e+12 cm^-2: centroid 2.820 nm
  dW = 1.3073 nm, gate C_hf 0.08501 uF/cm2, excess 1.073 %
quantum, N = 5.0e+12 cm^-2: centroid 2.056 nm
  dW = 2.7522 nm, gate C_hf 0.08516 uF/cm2, excess 2.263 %
Boltzmann surface density 1.07e+20, N_c 2.74e+19 cm^-3
traps 1e+11 /cm2/eV add 0.00034 nm to dW
oxide field 2.83, silicon surface 0.942 MV/cm
bending 1.014 eV against gap 1.12 eV (rough)
tunnelling: barrier 3.1 eV, mass 0.5 m_e, rate 3.5e-12 1/s
generation corner 0.57 Hz (lifetime 1e-06 s, rough)
electron redistribution 1.3e-15 s, mobility 200 cm2/Vs
hole relaxation 2.2e-13 s, mobility 300 cm2/Vs
limit of dW/W: 2.76 % at 300 K, 4.15 % at 400 K
```
